**Numerical test of the Hinshelwood enhancement for ten oscillators**

For a threshold of $x=E_0/(kT)=30$ thermal energies and $s=10$ classical oscillators, the leading enhancement $H=x^{s-1}/(s-1)!$ is 54.24 million. The full classical enhancement $F=\sum_{j=0}^{s-1}x^j/j!$ is 76.1 million. The program asserts that the fraction $e^{-x}F$ agrees with weighted random sampling of coordinates and momenta, within five standard errors, and that $F$ agrees with quadrature of the energy density. It also asserts that $He^{-x}$ is the rate at which that fraction falls as $x$ rises, and that $F/H$ lies between 1 and $1/(1-(s-1)/x)$. For the Rice-Ramsperger-Kassel decomposition rate, it asserts the low- and high-pressure limits and the slow ninth-root approach to the former. The quantum fraction is compared with an explicit convolution and with its classical limit; the weak-collision calculation is tested in its strong-collision limit and by refining the energy grid. For the trimethylantimony example at 900 K and 1 Torr, the output shows that 4.7 percent of activated molecules decompose before deactivation. It also shows that quantization and weak collisions, each taken alone, reduce the low-pressure activation rate to about 0.11 and 0.07 of its full classical value.

## Numerical check

```python
"""Hinshelwood collisional activation: enhancement by many oscillators.

Result under test: for threshold x = E0/(kT) and s classical oscillators,
the thermal fraction above threshold is exp(-x) * F, where
F = sum_{j=0}^{s-1} x^j/j!, and its leading term is the Hinshelwood
enhancement H = x^(s-1)/(s-1)!.  For x = 30, s = 10, H is about 54 million.
Other symbols: y = E/(kT), omega = collision frequency per molecule,
A = RRK frequency factor, k(y) = A*(1-x/y)^(s-1).
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import betainc, gammaincc

x, s = 30.0, 10


def hinshelwood(threshold, oscillators):
    return threshold**(oscillators - 1) / math.factorial(oscillators - 1)


def full_enhancement(threshold, oscillators):
    return sum(threshold**j / math.factorial(j) for j in range(oscillators))


def energy_density(y):
    return y**(s - 1) * np.exp(-y) / math.factorial(s - 1)


H = hinshelwood(x, s)
F = full_enhancement(x, s)
single_fraction = math.exp(-x)
fraction = F * single_fraction
ratio_bound = 1 / (1 - (s - 1) / x)

# Direct phase-space sampling at a raised temperature, with exact reweighting.
rng = np.random.default_rng(12345)
heating = 3.0
weights = []
for batch in range(10):
    coordinates_momenta = rng.standard_normal((40000, 2 * s))
    energy = 0.5 * heating * np.sum(coordinates_momenta**2, axis=1)
    weight = heating**s * np.exp(-energy * (1 - 1 / heating))
    weights.append(np.where(energy >= x, weight, 0.0))
weights = np.concatenate(weights)
sampled_fraction = weights.mean()
sampling_error = weights.std() / math.sqrt(weights.size)
assert sampling_error / sampled_fraction < 0.02
assert abs(sampled_fraction - fraction) < 5 * sampling_error

# Quadrature of the energy density, scaled by exp(x) to keep numbers large.
integral = quad(lambda z: (x + z)**(s - 1) * math.exp(-z)
                / math.factorial(s - 1), 0, 100, epsabs=0, epsrel=1e-10)[0]
assert abs(integral / F - 1) < 1e-8
assert 1 < integral / H < ratio_bound
assert 53.5e6 < H < 54.5e6

# The leading term is the density at threshold: slope of the full fraction.
step = 1e-3
slope = (gammaincc(s, x - step) - gammaincc(s, x + step)) / (2 * step)
assert abs(slope / (H * single_fraction) - 1) < 1e-5

# Example: dilute trimethylantimony in nitrogen (rough typical parameters).
temperature = 900.0
pressure_torr = 1.0
diameter = 0.55e-9
A = 1e15
thermal_energy = const.k * temperature
threshold_ev = x * thermal_energy / const.e
mass_precursor = 121.76 + 3 * 12.011 + 9 * 1.008
mass_carrier = 2 * 14.007
reduced_mass = (mass_precursor * mass_carrier
                / (mass_precursor + mass_carrier) * const.atomic_mass)
mean_speed = math.sqrt(8 * thermal_energy / (math.pi * reduced_mass))
speed_unit = math.sqrt(thermal_energy / reduced_mass)
speed_integral = quad(lambda v: math.sqrt(2 / math.pi) * v**3
                      * math.exp(-v * v / 2), 0, 20)[0]
assert abs(speed_integral * speed_unit / mean_speed - 1) < 1e-7
number_density = pressure_torr * const.torr / thermal_energy
omega = math.pi * diameter**2 * mean_speed * number_density
rate_single = omega * single_fraction
rate_hinshelwood = omega * H * single_fraction
rate_full = omega * fraction

# Competition between decomposition and deactivation in classical RRK theory.
excess = np.linspace(0, 80, 80001)
density_above = energy_density(x + excess)
rrk_rate = A * (excess / (x + excess))**(s - 1)


def decomposition_rate(collision_frequency):
    share = rrk_rate / (rrk_rate + collision_frequency)
    return collision_frequency * simpson(density_above * share, x=excess)


high_pressure_rate = A * single_fraction
assert abs(decomposition_rate(1e22) / high_pressure_rate - 1) < 1e-4
# The RRK rate vanishes at threshold, so the low-pressure limit is approached
# only as the (s-1)th root of the collision frequency.
lowest_frequency = 1e-21
assert abs(decomposition_rate(lowest_frequency)
           / (lowest_frequency * fraction) - 1) < 0.02
low_frequency = 1e-12
shortfall = 1 - decomposition_rate(low_frequency) / (low_frequency * fraction)
root_angle = math.pi / (s - 1)
root_law = (H / F * x * (low_frequency / A)**(1 / (s - 1))
            * root_angle / math.sin(root_angle))
assert abs(shortfall / root_law - 1) < 0.05
rate_rrk = decomposition_rate(omega)
reacting_share = rate_rrk / rate_full
log_half = brentq(lambda g: decomposition_rate(10**g)
                  / (10**g * fraction) - 0.5, -6, 12)
half_pressure = pressure_torr * 10**log_half / omega

# Ten equal quantum oscillators; energy is counted from the ground state.
threshold_quanta = 40
quantum = x / threshold_quanta
boltzmann = math.exp(-quantum)
wavenumber = quantum * thermal_energy / (const.h * const.c) / 100
one_mode = (1 - boltzmann) * boltzmann**np.arange(threshold_quanta)
all_modes = np.array([1.0])
for mode in range(s):
    all_modes = np.convolve(all_modes, one_mode)[:threshold_quanta]
quantum_fraction = betainc(threshold_quanta, s, boltzmann)
assert abs((1 - all_modes.sum()) / quantum_fraction - 1) < 1e-6
near_classical = betainc(30000, s, math.exp(-x / 30000))
assert abs(near_classical / fraction - 1) < 0.01
quantum_enhancement = quantum_fraction / single_fraction

# Low-pressure master equation: states above threshold are absorbing.
down_range = 0.5


def passage_rate(flux, population, below):
    outflow = flux.sum(axis=0)[:below]
    matrix = np.diag(outflow) - flux[:below, :below]
    times = np.linalg.solve(matrix, population[:below])
    return population[:below].sum() / (population[:below] @ times)


def activation_per_collision(cell, strong):
    levels = (np.arange(round(60 / cell)) + 0.5) * cell
    below = round(x / cell)
    population = energy_density(levels) * cell
    population /= population.sum()
    if strong:
        flux = np.outer(population, population)
    else:
        index = np.arange(levels.size)
        upper = np.maximum.outer(index, index)
        gap = np.abs(np.subtract.outer(levels, levels))
        flux = population[upper] * np.exp(-gap / down_range)
        flux *= population[below - 1] / flux[:, below - 1].sum()
    return passage_rate(flux, population, below)


assert abs(activation_per_collision(0.1, True) / fraction - 1) < 0.01
weak_coarse = activation_per_collision(0.1, False)
weak_fine = activation_per_collision(0.05, False)
assert abs(weak_coarse / weak_fine - 1) < 0.03
weak_efficiency = weak_fine / fraction
assert 0 < weak_efficiency < 1

print(f"Threshold E0/(kT): {x:.0f} (dimensionless)")
print(f"Effective oscillators s: {s} (dimensionless)")
print(f"Numerator 30^9: {x**(s - 1):.4e} (dimensionless)")
print(f"Denominator 9!: {math.factorial(s - 1)} (dimensionless)")
print(f"Hinshelwood enhancement H: {H:.4e} (dimensionless)")
print(f"H in millions: {H / 1e6:.2f} million")
print(f"Full classical enhancement F: {F:.4e} (dimensionless)")
print(f"Ratio F/H: {F / H:.4f} (dimensionless)")
print(f"Upper bound on F/H: {ratio_bound:.4f} (dimensionless)")
print(f"H for s = 9: {hinshelwood(x, 9):.4e} (dimensionless)")
print(f"H for s = 11: {hinshelwood(x, 11):.4e} (dimensionless)")
print(f"One-oscillator fraction exp(-30): {single_fraction:.4e}")
print(f"Hinshelwood fraction H exp(-30): {H * single_fraction:.4e}")
print(f"Full classical fraction F exp(-30): {fraction:.4e}")
print(f"Phase-space sampled fraction: {sampled_fraction:.4e}")
print(f"Standard error of sampled fraction: {sampling_error:.1e}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal_energy / const.e:.5f} eV")
print(f"Threshold energy E0: {threshold_ev:.3f} eV")
print(f"Pressure: {pressure_torr:.1f} Torr")
print(f"Collision diameter: {diameter * 1e9:.2f} nm")
print(f"Precursor molar mass: {mass_precursor:.2f} g/mol")
print(f"Carrier molar mass: {mass_carrier:.2f} g/mol")
print(f"Mean relative speed: {mean_speed:.1f} m/s")
print(f"Carrier number density: {number_density / 1e6:.3e} cm^-3")
print(f"Collision frequency omega: {omega:.3e} s^-1")
print(f"Activation rate, one oscillator: {rate_single:.3e} s^-1")
print(f"Activation rate, Hinshelwood: {rate_hinshelwood:.2f} s^-1")
print(f"Activation rate, full classical: {rate_full:.2f} s^-1")
print(f"RRK frequency factor A: {A:.1e} s^-1")
print(f"RRK decomposition rate at 1 Torr: {rate_rrk:.3f} s^-1")
print(f"High-pressure decomposition rate: {high_pressure_rate:.2f} s^-1")
print(f"Activated share that decomposes at 1 Torr: {reacting_share:.4f}")
print(f"Pressure where half decompose: {half_pressure:.2e} Torr")
print(f"Low-pressure shortfall at omega = {low_frequency:.0e} s^-1: "
      f"{shortfall:.4f}")
print(f"Shortfall from ninth-root law: {root_law:.4f}")
print(f"Quantum threshold: {threshold_quanta} quanta")
print(f"Oscillator wavenumber: {wavenumber:.1f} cm^-1")
print(f"Quantum enhancement: {quantum_enhancement:.3e} (dimensionless)")
print(f"Quantum/full classical: {quantum_fraction / fraction:.4f}")
print(f"Weak-collision downward range: {down_range:.1f} kT")
print(f"Same downward range: "
      f"{down_range * thermal_energy / const.e:.4f} eV")
print(f"Weak/strong activation ratio: {weak_efficiency:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Threshold E0/(kT): 30 (dimensionless)
Effective oscillators s: 10 (dimensionless)
Numerator 30^9: 1.9683e+13 (dimensionless)
Denominator 9!: 362880 (dimensionless)
Hinshelwood enhancement H: 5.4241e+07 (dimensionless)
H in millions: 54.24 million
Full classical enhancement F: 7.6106e+07 (dimensionless)
Ratio F/H: 1.4031 (dimensionless)
Upper bound on F/H: 1.4286 (dimensionless)
H for s = 9: 1.6272e+07 (dimensionless)
H for s = 11: 1.6272e+08 (dimensionless)
One-oscillator fraction exp(-30): 9.3576e-14
Hinshelwood fraction H exp(-30): 5.0757e-06
Full classical fraction F exp(-30): 7.1218e-06
Phase-space sampled fraction: 7.0742e-06
Standard error of sampled fraction: 3.1e-08
Temperature: 900 K
Thermal energy kT: 0.07756 eV
Threshold energy E0: 2.327 eV
Pressure: 1.0 Torr
Collision diameter: 0.55 nm
Precursor molar mass: 166.87 g/mol
Carrier molar mass: 28.01 g/mol
Mean relative speed: 891.3 m/s
Carrier number density: 1.073e+16 cm^-3
Collision frequency omega: 9.088e+06 s^-1
Activation rate, one oscillator: 8.504e-07 s^-1
Activation rate, Hinshelwood: 46.13 s^-1
Activation rate, full classical: 64.72 s^-1
RRK frequency factor A: 1.0e+15 s^-1
RRK decomposition rate at 1 Torr: 3.059 s^-1
High-pressure decomposition rate: 93.58 s^-1
Activated share that decomposes at 1 Torr: 0.0473
Pressure where half decompose: 2.91e-06 Torr
Low-pressure shortfall at omega = 1e-12 s^-1: 0.0216
Shortfall from ninth-root law: 0.0218
Quantum threshold: 40 quanta
Oscillator wavenumber: 469.1 cm^-1
Quantum enhancement: 8.046e+06 (dimensionless)
Quantum/full classical: 0.1057
Weak-collision downward range: 0.5 kT
Same downward range: 0.0388 eV
Weak/strong activation ratio: 0.067
ALL CHECKS PASSED
```
